# Height fluctuations of a growing droplet from longest increasing subsequences: test program

```python
# Result under test: the height h of a one-dimensional polynuclear-growth
# droplet equals a longest increasing subsequence, and (h - 2r)/r^(1/3) tends
# to the Tracy-Widom GUE law (mean -1.771, variance 0.813).
# rate = nucleations per nm and s, speed = island edge speed in nm/s,
# T = growth time in s, lam = rate*speed*T^2/2 = mean number of nuclei in the
# backward light cone, r = sqrt(lam), xi = (l - 2r)/r^(1/3) = scaled height l.
# L_N = longest increasing subsequence of a random permutation of N objects.
import math
from bisect import bisect_left
from itertools import permutations
import numpy as np
from scipy.linalg import hankel, toeplitz
from scipy.special import airy, iv, jv

rng = np.random.default_rng(20240)
speed, rate = 2.0, 0.04


def longest_increasing(sequence):
    """Patience sorting: number of piles."""
    tops = []
    for value in sequence:
        k = bisect_left(tops, value)
        if k == len(tops):
            tops.append(value)
        else:
            tops[k] = value
    return len(tops)


def grown_height(events, T):
    """Follow all island edges; kind -1 moves left, +1 moves right."""
    edges = []
    for t, x in events + [(T, None)]:
        while True:
            hits = [((edges[i + 1][1] - edges[i][1]) / (2 * speed), i)
                    for i in range(len(edges) - 1)
                    if edges[i][0] == 1 and edges[i + 1][0] == -1]
            if not hits or min(hits)[0] > t:
                break
            i = min(hits)[1]
            del edges[i:i + 2]
        if x is None:
            return sum(-k for k, c in edges if c + k * speed * t < 0)
        i = sum(1 for k, c in edges if c + k * speed * t < x)
        edges[i:i] = [(-1, x + speed * t), (1, x - speed * t)]


def height_cdf(r):
    """P(h <= l) from the discrete Bessel determinant."""
    w = r ** (1 / 3)
    low = max(0, int(2 * r - 9 * w))
    high = int(2 * r + 9 * w + 8)
    top = int(2 * r + 15 * w + 12)
    bessel = jv(np.arange(top + 1), 2 * r)
    levels = np.arange(low, high + 1)
    values = []
    for l in levels:
        H = hankel(bessel[l + 1:])
        values.append(np.linalg.det(np.eye(len(H)) - H @ H))
    return levels, np.array(values)


def moments_from_cdf(levels, cdf):
    p = np.diff(cdf, prepend=0.0)
    mean = np.sum(levels * p)
    return mean, np.sum((levels - mean) ** 2 * p)


def fixed_size_estimate(r):
    """Mean and variance of L_N, N = r^2, from Poisson moments."""
    d = 0.05 * r
    m_lo = moments_from_cdf(*height_cdf(r - d))[0]
    m, v = moments_from_cdf(*height_cdf(r))
    m_hi = moments_from_cdf(*height_cdf(r + d))[0]
    m1, m2 = (m_hi - m_lo) / (2 * d), (m_hi - 2 * m + m_lo) / d ** 2
    return m - (m2 - m1 / r) / 8, v - m1 ** 2 / 4


nodes, weights = np.polynomial.legendre.leggauss(80)


def tracy_widom(s):
    """det(1 - A_s^2) with A_s(x,y) = Ai(x+y+s) on (0, infinity)."""
    length = 12.0 - s
    x = length * (nodes + 1) / 2
    q = np.sqrt(length * weights / 2)
    A = q[:, None] * airy(x[:, None] + x[None, :] + s)[0] * q[None, :]
    return np.linalg.det(np.eye(len(x)) - A @ A)


# --- edge dynamics against the subsequence rule, droplet by droplet
T_small, trials, heights = 30.0, 200, []
for _ in range(trials):
    n = rng.poisson(rate * speed * T_small ** 2)
    t = np.sort(T_small * np.sqrt(rng.random(n)))
    x = speed * t * (2 * rng.random(n) - 1)
    grown = grown_height(list(zip(t.tolist(), x.tolist())), T_small)
    inside = np.abs(x) < speed * (T_small - t)
    a, b = (speed * t + x)[inside], (speed * t - x)[inside]
    assert grown == longest_increasing(b[np.argsort(a)].tolist())
    heights.append(grown)
print(f"Edge speed {speed:.1f} nm/s")
print(f"Nucleation rate {rate:.2f} per nm per s")
print(f"Edge simulations equal to subsequence: {len(heights)} of {trials}")
print(f"  at T = {T_small:.0f} s, mean height {np.mean(heights):.2f} layers")

# --- counting: shapes grown box by box, with sum of squared path numbers
n_max = 30
shapes, shape_counts = {(): 1}, [{0: 1}]
for N in range(1, n_max + 1):
    bigger = {}
    for shape, f in shapes.items():
        for i in range(len(shape) + 1):
            if i == len(shape):
                new = shape + (1,)
            elif i == 0 or shape[i - 1] > shape[i]:
                new = shape[:i] + (shape[i] + 1,) + shape[i + 1:]
            else:
                continue
            bigger[new] = bigger.get(new, 0) + f
    shapes, tally = bigger, {}
    for shape, f in shapes.items():
        tally[shape[0]] = tally.get(shape[0], 0) + f * f
    shape_counts.append(tally)
    assert sum(tally.values()) == math.factorial(N)
brute = {}
for perm in permutations(range(7)):
    k = longest_increasing(perm)
    brute[k] = brute.get(k, 0) + 1
assert brute == shape_counts[7]
count3 = sum(c for k, c in brute.items() if k <= 3)
z = np.exp(2j * np.pi * np.arange(24) / 24)
z1, z2, z3 = np.meshgrid(z, z, z, indexing="ij")
vandermonde = np.abs((z1 - z2) * (z1 - z3) * (z2 - z3)) ** 2
unitary = np.mean(vandermonde * np.abs(z1 + z2 + z3) ** 14) / 6
assert abs(unitary - count3) < 1e-6
print(f"Permutations of 7 with L <= 3: {count3}")
print(f"  unitary-group integral: {unitary:.6f}")

# --- Poisson sum, Toeplitz determinant and Bessel determinant agree
r0 = 2.0
levels0, cdf0 = height_cdf(r0)
for l in range(1, 9):
    series = sum(math.exp(-r0 ** 2) * r0 ** (2 * N) / math.factorial(N)
                 * (sum(c for k, c in shape_counts[N].items() if k <= l)
                    / math.factorial(N)) for N in range(n_max + 1))
    toep = math.exp(-r0 ** 2) * np.linalg.det(
        toeplitz(iv(np.arange(l), 2 * r0)))
    assert abs(series - toep) < 1e-10
    assert abs(series - cdf0[l]) < 1e-10
    if l == 3:
        print(f"P(h <= 3) at r = 2, Poisson sum: {series:.8f}")
        print(f"  Toeplitz determinant: {toep:.8f}")
        print(f"  Bessel determinant: {cdf0[l]:.8f}")
assert abs(cdf0[0] - math.exp(-r0 ** 2)) < 1e-10

# --- limiting law: moments by integrating the distribution function
s_top, s_low = 8.0, -10.0
s = s_low + (s_top - s_low) * (nodes + 1) / 2
ws = weights * (s_top - s_low) / 2
F = np.array([tracy_widom(value) for value in s])
gap1, gap2 = np.sum(ws * F), 2 * np.sum(ws * (s_top - s) * F)
tw_mean, tw_var = s_top - gap1, gap2 - gap1 ** 2
assert abs(tw_mean + 1.771) < 5e-4 and abs(tw_var - 0.813) < 5e-4
# the same determinant from the closed Airy kernel
x = -2 + 14 * (nodes + 1) / 2
ai, dai = airy(x)[:2]
diff = x[:, None] - x[None, :] + np.eye(len(x))
kernel = (np.outer(ai, dai) - np.outer(dai, ai)) / diff
np.fill_diagonal(kernel, dai ** 2 - x * ai ** 2)
q = np.sqrt(7 * weights)
closed = np.linalg.det(np.eye(len(x)) - q[:, None] * kernel * q[None, :])
assert abs(closed - tracy_widom(-2.0)) < 1e-9
print(f"Limit law mean: {tw_mean:.6f}")
print(f"Limit law variance: {tw_var:.6f}")
print(f"Limit law F2(-2): {closed:.6f}")

# --- exact finite droplets, Bessel-Airy limit and tail bounds
bound = math.sqrt(math.pi) / 4 * math.exp(2 * (math.sinh(1) - 1))
print(f"Bessel envelope constant C: {bound:.4f}")
err_bessel, err_cdf, err_mean, err_var = [], [], [], []
exact = {}
for T in (50.0, 500.0, 5000.0):
    r = T * math.sqrt(rate * speed / 2)
    w = r ** (1 / 3)
    levels, cdf = height_cdf(r)
    mean, var = moments_from_cdf(levels, cdf)
    exact[T] = (r, mean, var)
    n = np.arange(int(2 * r + 15 * w + 12))
    xi, J = (n - 2 * r) / w, jv(n, 2 * r)
    envelope = np.max(w * np.exp(xi) * np.abs(J))
    assert envelope <= bound
    part = (xi >= -4) & (xi <= 6)
    err_bessel.append(np.max(np.abs(w * J - airy(xi)[0])[part]))
    # trace[l] = sum over m > l of (m - l) J_m^2
    tail = np.cumsum((J ** 2)[::-1])[::-1]
    trace = np.cumsum(tail[::-1])[::-1] - tail
    left = xi <= -2
    ratio = np.min(trace[left] / np.abs(xi[left]) ** 1.5)
    assert ratio > 0.15
    assert np.all(cdf <= np.exp(-trace[levels]) + 1e-10)
    assert np.all(1 - cdf <= trace[levels] + 1e-10)
    assert np.all(trace <= bound ** 2 / 4 * np.exp(-2 * xi) + 1e-10)
    scaled = (levels - 2 * r) / w
    err_cdf.append(max(abs(c - tracy_widom(v)) for v, c in zip(scaled, cdf)
                       if -5 <= v <= 2))
    err_mean.append((mean - 2 * r - 0.5) / w - tw_mean)
    err_var.append(var / w ** 2 - tw_var)
    print(f"T = {T:.0f} s: r = {r:.0f}, r^(1/3) = {w:.4f}")
    print(f"  mean height {mean:.4f}, variance {var:.4f} (layers)")
    print(f"  scaled mean {(mean - 2 * r) / w:.5f}, "
          f"less 1/2 layer {(mean - 2 * r - 0.5) / w:.5f}")
    print(f"  scaled variance {var / w ** 2:.5f}")
    print(f"  largest |P - F2| {err_cdf[-1]:.2e}")
    print(f"  envelope {envelope:.4f}, min trace/|xi|^1.5 {ratio:.4f}")
expected = 10 ** (2 / 3)
print(f"Error drop expected per decade of r: {expected:.3f}")
for name, e in (("Bessel-Airy", err_bessel), ("distribution", err_cdf),
                ("mean less 1/2", err_mean), ("variance", err_var)):
    drop = e[1] / e[2]
    print(f"  {name}, r = 100 to 1000: {drop:.3f}")
    assert abs(drop / expected - 1) < 0.18
r1, s1 = 20.0, 0.3
n = np.arange(-120, 121)
lhs = np.sum(jv(n, 2 * r1) ** 2 * np.exp(s1 * n))
assert abs(lhs / iv(0, 4 * r1 * math.sinh(s1 / 2)) - 1) < 1e-9

# --- fixed permutation size against exact enumeration at N = 30
total = math.factorial(n_max)
mean30 = sum(k * c for k, c in shape_counts[n_max].items()) / total
var30 = sum((k - mean30) ** 2 * (c / total)
            for k, c in shape_counts[n_max].items())
est_mean, est_var = fixed_size_estimate(math.sqrt(n_max))
poisson_var = moments_from_cdf(*height_cdf(math.sqrt(n_max)))[1]
assert abs(mean30 - est_mean) < 0.005 and abs(var30 - est_var) < 0.05
assert poisson_var - var30 > 0.5
print(f"N = 30 exact: mean {mean30:.4f}, variance {var30:.4f}")
print(f"  estimate: mean {est_mean:.4f}, variance {est_var:.4f}")
print(f"  Poisson variance at lam = 30: {poisson_var:.4f}")


def check_sample(label, sample, mean, var, r):
    """Compare a sample with predicted moments and print scaled values."""
    w, n = r ** (1 / 3), len(sample)
    m, v = np.mean(sample), np.var(sample, ddof=1)
    se_m, se_v = math.sqrt(var / n), var * math.sqrt(2.1 / n)
    assert abs(m - mean) < 4 * se_m and abs(v - var) < 4 * se_v
    print(f"{label}, {n} samples:")
    print(f"  scaled mean {(m - 2 * r) / w:.3f} +- {se_m / w:.3f}, "
          f"predicted {(mean - 2 * r) / w:.3f}")
    print(f"  scaled var {v / w ** 2:.3f} +- {se_v / w ** 2:.3f}, "
          f"predicted {var / w ** 2:.3f}")


# --- sampled permutations and sampled droplets
for N, samples in ((100, 16000), (1000, 3000), (10000, 800)):
    data = [longest_increasing(rng.random(N).tolist())
            for _ in range(samples)]
    pred = fixed_size_estimate(math.sqrt(N))
    check_sample(f"Permutations N = {N}", data, *pred, math.sqrt(N))
r, mean, var = exact[500.0]
data = [longest_increasing(rng.random(rng.poisson(r * r)).tolist())
        for _ in range(800)]
check_sample("Droplets at T = 500 s", data, mean, var, r)
print("checks complete")
```

Running it gives:

```
Edge speed 2.0 nm/s
Nucleation rate 0.04 per nm per s
Edge simulations equal to subsequence: 200 of 200
  at T = 30 s, mean height 9.35 layers
Permutations of 7 with L <= 3: 2761
  unitary-group integral: 2761.000000
P(h <= 3) at r = 2, Poisson sum: 0.87786349
  Toeplitz determinant: 0.87786349
  Bessel determinant: 0.87786349
Limit law mean: -1.771087
Limit law variance: 0.813195
Limit law F2(-2): 0.413224
Bessel envelope constant C: 0.6291
T = 50 s: r = 10, r^(1/3) = 2.1544
  mean height 16.7161, variance 3.5619 (layers)
  scaled mean -1.52426, less 1/2 layer -1.75634
  scaled variance 0.76738
  largest |P - F2| 1.50e-02
  envelope 0.3791, min trace/|xi|^1.5 0.2141
T = 500 s: r = 100, r^(1/3) = 4.6416
  mean height 192.2936, variance 17.3114 (layers)
  scaled mean -1.66028, less 1/2 layer -1.76801
  scaled variance 0.80353
  largest |P - F2| 3.14e-03
  envelope 0.3812, min trace/|xi|^1.5 0.2116
T = 5000 s: r = 1000, r^(1/3) = 10.0000
  mean height 1982.7957, variance 81.1120 (layers)
  scaled mean -1.72043, less 1/2 layer -1.77043
  scaled variance 0.81112
  largest |P - F2| 6.69e-04
  envelope 0.3822, min trace/|xi|^1.5 0.2111
Error drop expected per decade of r: 4.642
  Bessel-Airy, r = 100 to 1000: 4.456
  distribution, r = 100 to 1000: 4.683
  mean less 1/2, r = 100 to 1000: 4.671
  variance, r = 100 to 1000: 4.661
N = 30 exact: mean 8.4105, variance 1.4997
  estimate: mean 8.4104, variance 1.4946
  Poisson variance at lam = 30: 2.3111
Permutations N = 100, 16000 samples:
  scaled mean -1.525 +- 0.006, predicted -1.514
  scaled var 0.574 +- 0.007, predicted 0.579
Permutations N = 1000, 3000 samples:
  scaled mean -1.609 +- 0.015, predicted -1.604
  scaled var 0.700 +- 0.018, predicted 0.698
Permutations N = 10000, 800 samples:
  scaled mean -1.655 +- 0.031, predicted -1.660
  scaled var 0.759 +- 0.039, predicted 0.758
Droplets at T = 500 s, 800 samples:
  scaled mean -1.680 +- 0.032, predicted -1.660
  scaled var 0.783 +- 0.041, predicted 0.804
checks complete
```
